Why soft torsions bias harmonic activation free energies, and what to do

A frequency calculation on a transition state returns a torsion at a few tens of cm⁻¹. Before the activation free energy is used for a rate, one must decide whether this mode may stay a harmonic oscillator, should receive a standard low-frequency correction, or needs a rotor treatment. In the example below the choice changes the rate constant by a factor of 2.7. The frequency alone does not settle the matter; the torsional barrier compared with kT is the more useful guide.

**The model and its conventions**

Take a torsion through the angle φ, with moment of inertia J, barrier W and n equal wells:

H = p²/(2J) + (W/2)(1 − cos nφ).

Hartree atomic units are used, so ħ = 1; Boltzmann's constant k is kept. The torsion is assumed to be separable from the other modes, to have constant J, and not to be the reaction coordinate. Energies are measured from the well bottom. Partition functions q are per well: the sum over all levels is divided by n. If the wells are distinct conformers that all contribute, their number must be restored as a factor.

Near φ = 0, cos nφ ≈ 1 − n²φ²/2, so the potential is n²Wφ²/4. Setting this equal to Jω²φ²/2 gives

ω = n√(W/(2J)).

Two dimensionless numbers matter:

x = ω/kT,  u = W/(2kT).

The first measures how quantum the mode is, the second how well the barrier confines it. A small ω can mean a small W or a large J, and these are different physical situations.

**Why the harmonic entropy diverges**

The oscillator levels (v + ½)ω form a geometric series:

q_h = e^(−x/2)/(1 − e^(−x)) = 1/(2 sinh(x/2)).

With F = −kT ln q, the entropy is S = −dF/dT = k ln q + kT d(ln q)/dT. Since x ∝ 1/T, the operator T d/dT equals −x d/dx. From ln q_h = −x/2 − ln(1 − e^(−x)),

d(ln q_h)/dx = −1/2 − 1/(eˣ − 1).

The two terms in x/2 cancel, leaving

S_h/k = x/(eˣ − 1) − ln(1 − e^(−x)).

For small x the first term is 1 − x/2 and the logarithm is ln x − x/2, up to order x². Hence

S_h/k → 1 − ln x,

which grows without bound as ω → 0 at fixed T.

The origin is visible in the classical angular distribution. For the oscillator it is a Gaussian with variance

σ² = kT/(Jω²) = 2kT/(n²W) = 1/(n²u).

A well extends only from −π/n to π/n. The fraction of the Gaussian outside it is

erfc(π/(nσ√2)) = erfc(π√(u/2)).

As W falls, the oscillator counts angles that do not belong to the well.

The entropy of an angular density ρ is S_φ = −k∫ρ ln ρ dφ. For the Gaussian, −ln ρ = ½ ln(2πσ²) + φ²/(2σ²), whose average gives

S_φ/k = ½ ln(2πeσ²).

This has no upper limit. On a well of width L = 2π/n there is one. Because ln y ≤ y − 1,

S_φ/k − ln L = ∫ρ ln[1/(Lρ)] dφ ≤ ∫(1/L − ρ) dφ = 0.

The uniform density of a free rotor reaches the bound. The momentum contributes ½ ln(2πeJkT) in both models, and the phase-space cell contributes −ln(2π). The classical free-rotor entropy per well is therefore

S_free/k = ½ ln(2πeJkT) + ln(2π/n) − ln(2π)
= ½ + ½ ln(2πJkT) − ln n.

The classical harmonic entropy exceeds this ceiling when 2πe/(n²u) > 4π²/n², that is, when u < e/(2π), or

W < (e/π)kT ≈ 0.865 kT.

The divergence is thus an artefact when W → 0 at fixed J. If instead J → ∞ at fixed W/kT, both the harmonic and the true classical entropy grow as ½k ln J. That growth is physical: a heavier rotor has more momentum space available at the same temperature.

**How large the classical error is**

The classical partition function of one well is

q_cl = (1/2π) ∫dp e^(−p²/(2JkT)) ∫dφ e^(−u(1 − cos nφ)).

The momentum integral is √(2πJkT). With θ = nφ, the angular integral becomes (e^(−u)/n)∫e^(u cos θ)dθ over one full turn, which is (2π/n)e^(−u)I₀(u), where I₀ is a modified Bessel function. So

q_cl = √(2πJkT) e^(−u) I₀(u)/n.

The classical oscillator has q = 1/x = (kT/n)√(2J/W). Dividing, J and n cancel:

R(u) = √(πW/kT) e^(−u) I₀(u) = √(2πu) e^(−u) I₀(u).

For a high barrier R → 1 + 1/(8u); for a low one R → √(2πu). Two effects compete. Inside the well the cosine lies below the parabola, because 1 − cos θ ≤ θ²/2, and this raises the true q. The oscillator's spurious weight outside the well acts the other way.

The numerical roots show the outcome. In the classical limit the harmonic q is too large for W < 0.516 kT and too small above that. R peaks at 1.175, at W = 1.58 kT, so in the classical limit the harmonic free energy is never too high by more than kT ln 1.175 ≈ 0.16 kT. On the soft side there is no such limit.

The entropy error follows by differentiation. Since u ∝ 1/T, T d/dT = −u d/du, and I₀′ = I₁. The rotor entropy minus the oscillator entropy is

D/k = ln R − u d(ln R)/du
= ln R − u[1/(2u) − 1 + I₁/I₀]
= ln R − ½ + u − uI₁/I₀.

For large u, I₁/I₀ ≈ 1 − 1/(2u) − 1/(8u²), so the last three terms give 1/(8u). Together with ln R ≈ 1/(8u) this makes D/k ≈ 1/(4u). D changes sign at W = 0.968 kT, not at 0.516 kT. Between these barriers the harmonic entropy is too high while the harmonic free energy is also too high. The difference lies in the mean energy, which an entropy correction alone leaves untouched.

**Three replacements**

*Pitzer–Gwinn.* This method keeps the quantum oscillator and multiplies it by the classical ratio:

q_PG = q_h R(u).

Its leading error can be found without a full semiclassical expansion. In that expansion each factor 1/J (with ħ² = 1) brings two angular derivatives of V. The first correction to ln q is therefore an average of V″/(J(kT)²) and V′²/(J(kT)³) with universal numerical coefficients. Integration by parts over the period gives ⟨V′²⟩/kT = ⟨V″⟩, so a single coefficient c remains:

ln(q/q_cl) ≈ c⟨V″⟩/(J(kT)²).

For the oscillator V″ = Jω², and expanding x/(2 sinh(x/2)) gives −x²/24. Hence c = −1/24. For the cosine, V″ = (n²W/2) cos nφ = Jω² cos nφ, and ⟨cos nφ⟩ = I₁/I₀. The rotor's correction is −(x²/24)I₁/I₀, whereas q_PG carries −x²/24. The difference is

ln(q_PG/q_exact) ≈ −(x²/24)(1 − I₁/I₀).

At this order q_PG is slightly too small. When W → 0 at fixed J, x also vanishes and the classical free rotor is recovered. This equals the exact free rotor only if JkT is not small: Poisson summation of Σₘ e^(−m²/(2JkT)) gives √(2πJkT)[1 + 2e^(−2π²JkT) + …]. The extra factor is negligible for JkT ≥ 1 (the worked case below has JkT ≈ 19), about 0.5% at JkT = 0.3, and makes q_PG about 22% too small at JkT = 0.1. These figures weight all m equally, as the model does. When the wells arise from permuting identical nuclei, nuclear-spin weights enter. For a methyl group, levels with m a multiple of 3 have weight 4 and the others weight 2, and the factor becomes 1 + ½e^(−2π²JkT/9) + …. Then q_PG is about 5% too small at JkT = 1 and under 1% too small at JkT = 2.

*Quasi-RRHO.* The form treated here interpolates the entropy and leaves the harmonic energy U_h unchanged:

S = wS_h + (1 − w)S_R,  w = 1/[1 + (ω₀/ω)⁴],
S_R/k = ½ + ½ ln(2πμ′kT),  μ′ = μB/(μ + B),  μ = 1/(2ω).

S_R is the free-rotor entropy above with n = 1. Its inertia μ is chosen so that the rotational constant 1/(2μ) equals ω. The cutoff ω₀ is 100 cm⁻¹, and the fixed inertia B is 10⁻⁴⁴ kg m², or 3.92×10⁶ mₑa₀².

For ω well below ω₀, but with μ still much smaller than B, S/k ≈ ½ + ½ ln(π/x). The entropy still grows logarithmically, at half the harmonic rate. The eventual ceiling is 5.53 k at 298.15 K. It is set by B and knows nothing of the actual J or n.

The free energy F = U_h − TS is also not fully consistent. With C_h = dU_h/dT and T dS/dT = wC_h + (1 − w)k/2,

−dF/dT = −C_h + S + T dS/dT = S + (1 − w)(k/2 − C_h).

For a soft mode C_h → k and w → 0, so the slope of F gives an entropy k/2 lower than the one inserted. The reason is that U_h → kT, whereas a free rotor has only ½kT.

*Diagonalization.* In plane waves e^(imφ) the potential is W/2 − (W/4)(e^(inφ) + e^(−inφ)). The matrix has diagonal elements m²/(2J) + W/2 and couples m to m ± n with −W/4. It splits into n small tridiagonal blocks. Summing over the converged levels gives the reference called exact below; it is exact for this one-dimensional model, not for a molecule.

**From partition functions to rates**

In transition-state theory the rate constant is proportional to exp(−ΔF‡/kT). The torsion contributes

ΔF = −kT ln(q_TS/q_R),

where R as a subscript marks the reactant. Electronic and other contributions are the same in all treatments compared. Subtracting the exact expression from the harmonic one gives the bias

b = kT ln(q_exact/q_h)_TS − kT ln(q_exact/q_h)_R,
k_h/k_exact = e^(−b/kT).

For a vanishing transition-state barrier at fixed J, with JkT of order 1 or larger so that the free rotor is classical, the first term tends to kT ln √(2πu) = ½kT ln(πW/kT). This is negative: the activation free energy is too low and the rate too high. Each further tenfold drop in W adds ½kT ln 10 to the error. A soft torsion in the reactant acts with the opposite sign, and a torsion that is the same in both states cancels.

**A worked case**

Let n = 3, J = 20000 mₑa₀² and T = 298.15 K, so kT = 0.944 mEh. These are round model parameters. The reactant barrier is 5 mEh and the transition-state barrier 0.05 mEh, which gives ω = 0.106 mEh, about 23 cm⁻¹, and x = 0.112 at the transition state. There W/kT = 0.053, and 61% of the classical harmonic weight lies outside the well.

The harmonic entropy is 1 − ln 0.112 ≈ 3.19 k. For the free rotor, 2πJkT ≈ 118.6, so

S_free/k = 0.5 + ½ ln 118.6 − ln 3 ≈ 1.79.

The exact entropy is also 1.79 k to this precision. The harmonic value is too high by 1.40 k.

The partition functions at the transition state are 8.8972 (harmonic) and 3.5366 (exact); for the reactant they are 0.8450 and 0.9108. Hence

b/kT = ln(3.5366/8.8972) − ln(0.9108/0.8450)
≈ −0.923 − 0.075 = −0.998.

The bias is −0.94 mEh, or −2.47 kJ/mol, and the harmonic rate is too high by a factor e^0.998 ≈ 2.7. The free-energy error is smaller than the entropy error suggests, because the harmonic mean energy is too high by about ½kT.

With the reactant kept fixed, the ratio of each rate constant to the exact one is:

W_TS/mEh: harmonic, Pitzer–Gwinn, quasi-RRHO
1: 0.93, 1.00, 0.81
0.2: 1.46, 1.01, 0.76
0.05: 2.71, 1.01, 0.98
0.01: 5.94, 1.01, 1.43
0.001: 18.7, 1.01, 2.52

At 1 mEh the harmonic rate is 7% too low: this barrier is 1.06 kT, on the side where the harmonic q is too small, here by ln(2.2846/1.9697) ≈ 0.148 in ln q. The reactant's error of 0.075 has the same sign and cancels about half of it, leaving e^(−0.073) ≈ 0.93. The remaining 1% in the Pitzer–Gwinn column at low barriers comes from the reactant, where x = 1.12 and ln(0.911/0.900) ≈ 0.012.

The quasi-RRHO value at 0.05 mEh looks excellent, but it rests on cancellation. Its entropy is 2.17 k instead of 1.79 k, which lowers F by 0.38 kT. Its energy, obtained from U/kT = S/k + ln(1/q), is 1.00 kT instead of 0.53 kT, which raises F by 0.47 kT. The net 0.10 kT is then mostly offset by a similar error of 0.07 kT in the reactant. At 0.2 mEh the entropy is nearly right, 1.85 k against 1.79 k, yet the rate is 24% too low, chiefly because the energy is too high by 0.40 kT.

Now multiply both J and W of the soft rotor by 100. The frequency stays the same, but W/kT becomes 5.3. The exact entropy is 3.33 k, the harmonic one 3.19 k, and the quasi-RRHO one 2.17 k. The harmonic deficit of 0.15 k is the shift D. For this rotor the correction does harm: its effective q is 3.21 against an exact 9.48, while the harmonic q is 8.90. Any recipe that depends on ω and T alone must assign the same entropy to the two rotors, although their exact values differ by 1.54 k. The numerical check tests R(u), D(u), their zeros, the threshold e/π, the Pitzer–Gwinn error, the quasi-RRHO ceiling and the logarithmic bias against exact level sums, and the quasi-RRHO growth rate and thermal inconsistency by finite differences.

**What to do in practice**

First look at the motion and identify the rotating group, its reduced inertia J and the number of wells n. If a single cosine is reasonable, the frequency formula can be inverted for a first estimate of the barrier:

W ≈ 2Jω²/n².

A torsional scan is better, since the curvature at one minimum does not fix the barrier of a general potential.

Then compare W with kT. For W ≫ kT the classical harmonic error in ln q tends to 1/(8u) = kT/(4W). At W = 5.3 kT this leading term gives 0.047, while the full ln R is ln(9.476/8.897) ≈ 0.063, so for small x the harmonic q is about 6% too small; the error grows with x. Where an error of that size is acceptable, the oscillator may be kept even if ω is small. For W near or below kT, use a rotor treatment. Pitzer–Gwinn is adequate for a cosine barrier when x is small and JkT is of order 1 or larger (about 2 or larger for a methyl group, because of its nuclear-spin weights); diagonalization costs little and removes the question. Replace the mode's whole free energy, not just its entropy, and treat reactant and transition state by the same method, so that torsions common to both cancel.

Quasi-RRHO remains a safeguard when nothing is known about a soft mode beyond its frequency. It tames the divergence, but in the table above its rate error ranges from 2% to a factor of 2.5 and its sign varies, and for the heavy rotor its q is too small by a factor of about 3. A large difference between harmonic and quasi-RRHO results is a reason to examine the mode, not evidence that either is right.

The one-dimensional rotor itself fails when the torsion couples strongly to other torsions or to overall rotation, when J varies appreciably with φ, or when the soft mode is not a torsion at all. A coupled or multidimensional treatment is then needed. The reaction coordinate must in every case be left out of these partition functions.

Numbers as computed

```
T = 298.15 K; kT = 0.94418 mEh
J = 20000 m_e a0^2; wells n = 3
quasi-RRHO cutoff (100 cm^-1) = 0.45563 mEh
quasi-RRHO inertia cap B = 3.9202e+06 m_e a0^2
free-rotor entropy per well = 1.7895 k
quasi-RRHO entropy limit = 5.5272 k
W/kT where harmonic S = free-rotor S: 0.8653
e/pi = 0.8653
W/kT where classical q ratio R = 1: 0.5158
W/kT where classical entropies agree: 0.9680
largest R = 1.1752 at W/kT = 1.580
W/mEh: W/kT, omega/mEh, x, harmonic weight outside well
5: 5.2956 1.0607 1.1234 0.0000
1: 1.0591 0.4743 0.5024 0.0222
0.2: 0.2118 0.2121 0.2247 0.3066
0.05: 0.0530 0.1061 0.1123 0.6092
0.01: 0.0106 0.0474 0.0502 0.8192
0.001: 0.0011 0.0150 0.0159 0.9424
Columns below: harmonic, Pitzer-Gwinn, quasi-RRHO, exact
W/mEh: partition function per well (quasi: exp(-F/kT))
5: 0.8450 0.9000 0.8473 0.9108
1: 1.9697 2.2667 1.7298 2.2846
0.2: 4.4416 3.2683 2.3275 3.2748
0.05: 8.8972 3.5348 3.2118 3.5366
0.01: 19.9031 3.6114 4.7897 3.6117
0.001: 62.9450 3.6289 8.4931 3.6290
W/mEh: entropy per well in k
5: 0.9347 1.0798 0.9373 1.0811
1: 1.6988 1.7333 1.5690 1.7279
0.2: 2.4952 1.7888 1.8490 1.7869
0.05: 3.1868 1.7898 2.1679 1.7893
0.01: 3.9911 1.7896 2.5667 1.7895
0.001: 5.1423 1.7895 3.1393 1.7895
TS W/mEh: torsional activation free energy in mEh
1: -0.7990 -0.8721 -0.6739 -0.8683
0.2: -1.5668 -1.2176 -0.9541 -1.2082
0.05: -2.2227 -1.2916 -1.2582 -1.2808
0.01: -2.9829 -1.3118 -1.6355 -1.3007
0.001: -4.0700 -1.3164 -2.1763 -1.3052
TS W/mEh: k_method/k_exact (harmonic, PG, quasi-RRHO)
1: 0.9293 1.0041 0.8140
0.2: 1.4619 1.0100 0.7641
0.05: 2.7116 1.0115 0.9763
0.01: 5.9397 1.0119 1.4257
0.001: 18.6956 1.0120 2.5160
Bias at TS W=0.05 mEh, same three, mEh: -0.9419 -0.0108 0.0226
Same bias, kJ/mol: -2.473 -0.028 0.059
Same-omega rotor: J=2000000 m_e a0^2, W=5.0 mEh
Its entropy in k, four columns: 3.1868 3.3319 2.1679 3.3319
Its classical entropy shift D = 0.1451 k
Its q per well, four columns: 8.8972 9.4762 3.2118 9.4773
```
